# Muraki Segregation Profile of an Alloy Well at Constant Exchange Probability

Let a single monolayer of an alloy be deposited on a pure host crystal and then covered with more pure host, one monolayer at a time. A fraction $x_0$ of the atoms in the alloy layer belongs to a species that prefers the surface. While the first covering layer is being deposited, each of these atoms has a probability $R$ of changing places with a host atom of the new layer. The atoms that do so, a fraction $Rx_0$ of a monolayer, are again at the surface. The others, a fraction $(1-R)x_0$, are covered and stay where they are. The next covering layer finds $Rx_0$ segregating atoms at the surface, raises $R\cdot Rx_0$ of them and buries $(1-R)Rx_0$. Numbering the alloy layer 1, we find the buried fractions

$$
(1-R)x_0,\qquad (1-R)Rx_0,\qquad (1-R)R^2x_0,\qquad\ldots
$$

in layers 1, 2, 3 and so on. A layer meant to be one monolayer thick has become a geometric tail that points in the growth direction. No atom has been lost, since

$$
(1-R)x_0\,(1+R+R^2+\cdots)=(1-R)x_0\,\frac{1}{1-R}=x_0
$$

for $0\le R<1$.

A well of $N$ alloy monolayers repeats this process with a fresh supply in each layer. Let layers $1,\dots,N$ be deposited with the same nominal fraction $x_0$, and all later layers, the cap, with none. The crystal below layer 1 contains no segregating atoms. Growth proceeds by complete monolayers, nothing desorbs, and exchange takes place only between the top layer and the layer being deposited on it. The probability $R$ is the same for every atom and every layer, and an atom that attempts an exchange may take any host atom of the new layer as its partner, not only one directly above it. The layers are taken to be so large that fractions may be replaced by their mean values. These assumptions define the Muraki model in the form used here. They say nothing about the energetic or kinetic origin of $R$, which is a parameter of the model.

Two fractions must be distinguished for each layer. Let $A_n$ be the segregating fraction in layer $n$ when that layer is complete but still uncovered, and let $x_n$ be the fraction left in it after layer $n+1$ has been completed. With $f_n$ the fraction supplied by the source, $f_n=x_0$ for $n\le N$ and $f_n=0$ for $n>N$, the new top layer contains what is supplied plus what has come up from below:

$$
A_n=f_n+RA_{n-1},\qquad A_0=0 .
$$

When layer $n$ is covered in its turn, it gives up $RA_n$, so that

$$
x_n=A_n-RA_n=(1-R)A_n .
$$

Each exchange sends one host atom down for each segregating atom that goes up, and every layer therefore remains full. This also requires that enough host atoms be present in the new layer, a condition to which we return below.

Inside the well $f_n=x_0$, and the first steps of the balance are

$$
A_1=x_0,\qquad A_2=x_0+Rx_0,\qquad A_3=x_0+R(x_0+Rx_0)=x_0(1+R+R^2).
$$

If $A_{n-1}=x_0(1+R+\cdots+R^{n-2})$, then multiplication by $R$ raises every power by one, and the new supply restores the term of power zero. Hence, by induction,

$$
A_n=x_0\sum_{j=0}^{n-1}R^j .
$$

To sum the series, call it $S$ and subtract $RS$ from it. All terms cancel except the first of $S$ and the last of $RS$, so $(1-R)S=1-R^n$ and

$$
A_n=x_0\,\frac{1-R^n}{1-R},\qquad 1\le n\le N .
$$

The factor $1-R$ in the burial rule cancels the denominator:

$$
x_n=x_0(1-R^n),\qquad 1\le n\le N .
$$

In the cap the supply is zero and the balance reduces to $A_n=RA_{n-1}$. Starting from layer $N$ and applying this $n-N$ times gives $A_n=A_NR^{n-N}$. After multiplication by $1-R$,

$$
x_n=x_0(1-R^N)R^{n-N},\qquad n>N .
$$

The two expressions agree at $n=N$. For $0<R<1$ the first increases with $n$ and the second decreases, so the maximum lies in the last well layer and has the value $x_0(1-R^N)$, below the nominal fraction.

The rise and the decay are governed by the same length. Writing $R^n=e^{-n/\lambda}$ defines

$$
\lambda=-\frac{1}{\ln R}
$$

in monolayers. As long as every attempted exchange finds a host atom, the composition in a wide well, $N\gg\lambda$, approaches a plateau at $x_0$. The shortfall at the lower interface is then $x_0-x_n=x_0R^n$, and the tail beyond the upper interface is $x_n\simeq x_0R^{n-N}$. What is missing at one side appears at the other with the same shape. Under the same condition, a well that is not wide compared with $\lambda$ does not reach the plateau, and the factor $1-R^N$ lowers the whole tail.

The limits of $R$ show what the parameter does. For $R=0$ every layer keeps what it was given, and the profile is a rectangle. For small $R$, to first order and as long as every attempted exchange finds a host atom, layer 1 loses $Rx_0$, the first cap layer gains $Rx_0$, and the other layers are unchanged. In the opposite limit, $R\to1$ at fixed $N$, we put $R=1-\epsilon$ and use $R^n\simeq1-n\epsilon$. Then

$$
x_n\simeq n\,\epsilon\,x_0\quad(n\le N),\qquad A_N\simeq Nx_0 .
$$

Almost all the supplied atoms ride on the surface, and each layer traps a small part $\epsilon$ of them. The tail has length $\lambda\simeq1/\epsilon$. This limit is possible within the model only if $Nx_0\le1$, since one monolayer cannot hold more than one monolayer of atoms.

The same profile follows from the history of single atoms, which also gives its moments. An atom deposited in layer $m$ comes to rest in layer $m+k$ if it succeeds in $k$ exchanges and then fails once. The probability of this is

$$
p_k=(1-R)R^k,\qquad k=0,1,2,\ldots
$$

Layer $n$ of the well collects atoms from the source layers $m=1,\dots,n$, so

$$
x_n=x_0\sum_{m=1}^{n}(1-R)R^{n-m}=x_0(1-R)\sum_{j=0}^{n-1}R^j=x_0(1-R^n).
$$

For a cap layer the sum ends at $m=N$. Taking out the factor $R^{n-N}$ leaves the same sum with $N$ terms, and the cap formula is recovered. The well profile is thus a superposition of $N$ of the single-layer tails with which we began.

For the mean displacement we differentiate $\sum_kR^k=1/(1-R)$ with respect to $R$ and multiply by $R$, which gives $\sum_kkR^k=R/(1-R)^2$. Therefore

$$
\langle k\rangle=(1-R)\frac{R}{(1-R)^2}=\frac{R}{1-R}.
$$

Two differentiations and multiplication by $R^2$ give $\sum_kk(k-1)R^k=2R^2/(1-R)^3$, hence $\langle k(k-1)\rangle=2R^2/(1-R)^2$. The variance is

$$
\langle k^2\rangle-\langle k\rangle^2
=\frac{2R^2}{(1-R)^2}+\frac{R}{1-R}-\frac{R^2}{(1-R)^2}
=\frac{R^2+R(1-R)}{(1-R)^2}
=\frac{R}{(1-R)^2}.
$$

The final position of an atom is $n=m+k$. Its source layer $m$ is uniformly distributed over $1,\dots,N$ and is independent of $k$, because $R$ is the same in all layers. The mean of $m$ is $(N+1)/2$, and its variance is

$$
\frac{(N+1)(2N+1)}{6}-\frac{(N+1)^2}{4}
=\frac{(N+1)(4N+2-3N-3)}{12}=\frac{N^2-1}{12}.
$$

Means and variances of independent quantities add. With an infinitely long cap, the centroid and the variance of the profile are therefore

$$
\bar n=\frac{N+1}{2}+\frac{R}{1-R},\qquad
\sigma^2=\frac{N^2-1}{12}+\frac{R}{(1-R)^2}.
$$

As long as every attempted exchange finds a host atom, segregation moves the centre of the well by an amount that does not depend on its width or nominal composition.

The amount carried into the cap follows from the shortfall of the well:

$$
\sum_{n=1}^{N}(x_0-x_n)=x_0\sum_{n=1}^{N}R^n
=x_0R\,\frac{1-R^N}{1-R}=RA_N .
$$

The cap contains $x_0(1-R^N)\sum_{k\ge1}R^k$, and since $\sum_{k\ge1}R^k=R/(1-R)$, this is the same amount. The total is $Nx_0$, as supplied. The form $RA_N$ has a direct meaning: it is what leaves the last well layer when the first cap layer is deposited.

As an example we take the round values $x_0=0.20$, $R=0.75$ and $N=10$. The first layer retains $0.20\times0.25=0.050$, a quarter of its nominal fraction. In the tenth layer $R^{10}=0.0563$, so that

$$
x_{10}=0.20\times(1-0.0563)=0.1887,\qquad
A_{10}=\frac{0.1887}{0.25}=0.755 .
$$

The first cap layer contains $0.75\times0.189=0.142$, and the tenth still contains 0.011. The decay length is 3.48 monolayers. The cap takes up $0.75\times0.755=0.566$ monolayers out of a total of $10\times0.20=2.0$, which is 28 percent of the deposited segregating atoms. The mean displacement is $0.75/0.25=3$ monolayers, and the centroid moves from 5.5 to 8.5. The variance is $99/12+0.75/0.0625=8.25+12=20.25$, and the standard deviation is 4.5 monolayers. More than half the variance comes from segregation, although the peak is only about 6 percent below the nominal fraction. The peak height alone is thus a poor measure of how far the atoms have been spread.

These results were compared with a simulation that places atoms on 200000 sites per layer and exchanges randomly chosen atoms between neighbouring layers, without using the formulas for the profile. Over all covered layers the largest deviation from the closed form is 0.0012 in atomic fraction. The simulated mean displacement is 2.996 monolayers. A straight-line fit to the logarithm of the first ten simulated cap fractions gives a decay length of 3.44 monolayers, about 1 percent below the formula. The numerical output lists both profiles for the first 20 layers.

The last layer of a crystal needs separate treatment. If growth stops with layer $N$, no further layer arrives to draw atoms out of it, and it keeps $A_N$ instead of $(1-R)A_N$. It is richer than the buried formula says by the factor $1/(1-R)$, here 4: the uncovered tenth layer contains 0.755, and the same layer under a cap contains 0.189. The simulation stopped at this point gives 0.752. A surface measurement after growth of the well and a depth profile of the capped well thus see different fractions in the same layer, even if both are free of error.

The balance also shows how the slow rise at the lower interface can be removed. The well is flat if $A_n$ has its stationary value from the start. Setting $A_n=A_{n-1}=A$ in $A_n=x_0+RA_{n-1}$ gives $A=x_0/(1-R)$. Let the first layer alone be deposited with the enriched fraction $f_1=x_0/(1-R)$, and the following well layers with $x_0$. Then $A_1=x_0/(1-R)$ and

$$
A_2=x_0+\frac{Rx_0}{1-R}=\frac{x_0(1-R)+Rx_0}{1-R}=\frac{x_0}{1-R},
$$

and so on up to layer $N$. Every covered well layer has $x_n=(1-R)A_n=x_0$. In the example the first layer would have to be deposited with $0.20/0.25=0.80$. The upper interface is not sharpened by this: the cap still follows $x_n=x_0R^{n-N}$, with the prefactor $x_0$ in place of the smaller $x_0(1-R^N)$. The procedure requires $x_0/(1-R)\le1$, since no layer can be supplied with a fraction above one.

A bound of the same kind applies to the uniform supply, and here it limits the closed formula itself. The new layer $n$ contains a fraction $1-f_n$ of host atoms before any exchange. The number of segregating atoms that attempt to rise is $RA_{n-1}$ per site. All attempts can succeed only if

$$
RA_{n-1}\le1-f_n,\qquad\text{that is,}\qquad A_n=f_n+RA_{n-1}\le1 .
$$

In the cap $f_n=0$, and the condition holds because neither $R$ nor $A_{n-1}$ exceeds one. In the well $A_n$ grows with $n$, so the condition is most severe in the last layer:

$$
x_0\,\frac{1-R^N}{1-R}\le1 .
$$

If $x_0\le1-R$, it is satisfied for every width. The example, with $0.20\le0.25$, is of this type. If $x_0>1-R$, the closed formula holds only for sufficiently narrow wells, even though the probability of an attempted exchange is constant.

The bound is the only restriction because any host atom of the new layer may serve as partner. If partners must be neighbours, attempts fail earlier. With the site directly above as the only partner, an attempt inside the well succeeds with probability $1-x_0$, the balance becomes $A_n=x_0+R(1-x_0)A_{n-1}$, and its stationary value is $x_0/[1-R(1-x_0)]$. In the example this is 0.50, well below the 0.755 found above for $A_{10}$, although $x_0\le1-R$.

What happens beyond the bound follows from the same exchange rule, if attempts fail only when no host atom is left anywhere in the new layer. The completely filled layers and the abrupt onset found below depend on this rule; with local partners the onset is gradual. Let $s$ be the first layer for which the formula for $A_n$ exceeds one. All host atoms of that layer are exchanged, and the layer becomes completely filled with the segregating species, $A_s=1$. From a full layer the fraction $R$ attempts to rise into the next one, which offers only $1-x_0$ host atoms. Since $R>1-x_0$ in this regime, the next layer is filled as well, and this continues until the well ends. A full layer covered by another well layer loses $1-x_0$ and keeps

$$
x_n=1-(1-x_0)=x_0,\qquad s\le n\le N-1 .
$$

If $s\le N-1$, the nominal composition is therefore reached exactly in layer $s$, and not only in the limit of a wide well. It is the shortage of partners, and no longer the slow accumulation at the surface, that fixes the buried fraction. Layer $s-1$ is in general not yet full, but it too loses only the $1-x_0$ atoms for which there is room, and it keeps $A_{s-1}-(1-x_0)$.

The end of the well changes the situation once more. The first cap layer consists of host atoms alone, so all attempts succeed. Layer $N$ is full, loses $R$ and keeps $1-R$. From there on,

$$
x_n=(1-R)R^{n-N},\qquad n\ge N .
$$

If $s\le N-1$, the last well layer is now poorer than layers $s$ to $N-1$, because $1-R<x_0$, and the maximum no longer lies at $n=N$.

The values $x_0=0.30$, $R=0.90$ and $N=20$ show this behaviour. The formula gives $A_4=1.03$, so $s=4$. Layers 1 and 2 still follow $x_0(1-R^n)$. For layer 3 the closed form gives 0.081, which corresponds to $A_3=0.081/0.10=0.81$. The layer gives up only 0.70 and should keep about 0.11; the simulation gives 0.112. In layer 10 the closed form predicts 0.195, whereas the simulation gives 0.300, the nominal fraction. In layer 20 the order is reversed: the closed form predicts 0.264, and the simulation gives 0.1005, in agreement with $1-R=0.10$. In layer 25 the expected value is $0.10\times0.90^5=0.059$, and 0.059 is found, against 0.156 from the closed form.

The cap decays with the ratio $R$ per layer in both regimes. A geometric tail is therefore no evidence that the well follows $x_0(1-R^n)$. The two regimes differ in the prefactor of the tail and in the shape of the rise. If $R$ is obtained from the tail, the inequality for $A_N$ shows whether the site-exchange picture used here can describe the well with the same $R$. The bound comes from identifying the surface population with one lattice monolayer. On a real growth surface segregated atoms may also be held in an adsorbed layer on top of the crystal, to which this bound need not apply, so the filled-layer regime is a property of the model and not a prediction for a given material.

The tail is in general no longer geometric when $R$ varies from layer to layer. If $R_n$ is the probability of leaving layer $n$ when it is covered, the cap balance reads $A_{n+1}=R_nA_n$ with $x_n=(1-R_n)A_n$, and the ratio of neighbouring fractions is

$$
\frac{x_{n+1}}{x_n}=\frac{(1-R_{n+1})A_{n+1}}{(1-R_n)A_n}
=R_n\,\frac{1-R_{n+1}}{1-R_n}.
$$

This reduces to $R$ when all the probabilities are equal. If growth conditions change during the cap, so that $R_n$ varies from layer to layer, the ratio of two neighbouring fractions contains two probabilities and can no longer be read as either of them.

## Calculated quantities

```
Example: x0 = 0.20, R = 0.75, N = 10 monolayers
Simulation: 200000 sites per layer, cap 40 monolayers
layer  uncovered A_n  buried x_n  simulated x_n (fractions)
  1    0.2000         0.0500      0.0499
  2    0.3500         0.0875      0.0875
  3    0.4625         0.1156      0.1168
  4    0.5469         0.1367      0.1374
  5    0.6102         0.1525      0.1536
  6    0.6576         0.1644      0.1640
  7    0.6932         0.1733      0.1731
  8    0.7199         0.1800      0.1802
  9    0.7399         0.1850      0.1857
 10    0.7549         0.1887      0.1897
 11    0.5662         0.1416      0.1416
 12    0.4247         0.1062      0.1055
 13    0.3185         0.0796      0.0803
 14    0.2389         0.0597      0.0593
 15    0.1792         0.0448      0.0448
 16    0.1344         0.0336      0.0327
 17    0.1008         0.0252      0.0247
 18    0.0756         0.0189      0.0191
 19    0.0567         0.0142      0.0143
 20    0.0425         0.0106      0.0100
Largest deviation, covered layers: 0.0012 (fraction)
Peak: layer 10, fraction 0.1887
Decay length, formula: 3.476 monolayers
Decay length, simulated cap: 3.440 monolayers
Total content: 2.0000 monolayers
Content carried into cap: 0.5662 monolayers
Share of total in cap: 28.3 percent
Mean displacement, formula: 3.000 monolayers
Mean displacement, simulated: 2.996 monolayers
Displacement variance, formula: 12.00 monolayers^2
Displacement variance, simulated: 12.07 monolayers^2
Centroid of profile: layer 8.500
Variance of profile: 20.250 monolayers^2
Standard deviation of profile: 4.500 monolayers
Uncovered layer N, formula: 0.7549 (fraction)
Uncovered layer N, simulated: 0.7518 (fraction)
Second case: x0 = 0.30, R = 0.90, N = 20 monolayers
First layer with formal A_n > 1: 4, A_n = 1.0317
layer  closed form  simulated x_n (fractions)
  1    0.0300       0.0296
  2    0.0570       0.0561
  3    0.0813       0.1120
  4    0.1032       0.2974
 10    0.1954       0.3003
 19    0.2595       0.3023
 20    0.2635       0.1005
 21    0.2372       0.0898
 25    0.1556       0.0594
```
